# Kinetic and potential energy in hydrogen 1s are not complementary outcomes: verification in Python

```python
"""Hydrogen 1s, fixed nucleus, hartree atomic units.

Result under test: T = p^2/2 and V = -1/r both have variance 1 and their
symmetrized covariance is -1, but T and E-V have different distributions.
T is never negative; E-V is negative for r > 2, with probability 13 exp(-4).
Hence no joint distribution with the quantum marginals makes T+V sharp.
Symbols: r radius, p momentum magnitude, E = -1/2 energy, W = E-V.
"""
import math
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.special import betainc, gammaincinv
from scipy.constants import physical_constants

E = -0.5


def close(a, b, tol=1e-7):
    assert abs(a - b) < tol, (a, b, tol)


# Symbolic action of the operators on the wave function, for r > 0.
r = sp.symbols("r", positive=True)
psi = sp.exp(-r) / sp.sqrt(sp.pi)


def kinetic(f):
    return -sp.diff(r * f, r, 2) / (2 * r)


T_psi = kinetic(psi)
V_psi = -psi / r
assert sp.simplify(T_psi - (1 / r - sp.Rational(1, 2)) * psi) == 0
commutator_psi = kinetic(V_psi) + T_psi / r
assert sp.simplify(commutator_psi - psi / r**2) == 0
W_sym = 1 / r - sp.Rational(1, 2)
assert sp.simplify(kinetic(T_psi) - W_sym**2 * psi + commutator_psi) == 0
cross = float(sp.integrate(sp.expand(4 * sp.pi * r**2 * T_psi * V_psi),
                           (r, 0, sp.oo)))


# Position-space moments of 1s.
def radial_density(x):
    return 4 * x**2 * math.exp(-2 * x)


def position_mean(g, low=0.0, high=np.inf):
    return quad(lambda x: g(x) * radial_density(x), low, high,
                epsabs=1e-11, limit=300)[0]


mean_V = position_mean(lambda x: -1 / x)
mean_V2 = position_mean(lambda x: 1 / x**2)
var_V = mean_V2 - mean_V**2
# The contact part of <[T,V]> must cancel the regular part <1/r^2>.
psi_origin_squared = float(psi.subs(r, 0)**2)
close(mean_V2, 2 * math.pi * psi_origin_squared)


# Momentum density from the sine transform of r R(r) = sum c_k r^k exp(-a r).
def momentum_density(p, coefficients, a):
    transform = sum(c * math.factorial(k) / (a - 1j * p)**(k + 1)
                    for k, c in coefficients.items()).imag
    return 2 / math.pi * transform**2


def density_1s(p):
    return momentum_density(p, {1: 2.0}, 1.0)


for p_test in (0.3, 1.0, 2.7):
    sine_integral = quad(lambda x: 2 * x * math.exp(-x), 0, 60,
                         weight="sin", wvar=p_test, limit=300)[0]
    direct = 2 / math.pi * sine_integral**2
    closed = 32 * p_test**2 / (math.pi * (1 + p_test**2)**4)
    close(direct, closed)
    close(density_1s(p_test), closed)


def momentum_mean(g, density=density_1s, low=0.0, high=np.inf):
    return quad(lambda p: g(p) * density(p), low, high,
                epsabs=1e-11, limit=300)[0]


norm_p = momentum_mean(lambda p: 1.0)
mean_T = momentum_mean(lambda p: p**2 / 2)
mean_T2 = momentum_mean(lambda p: p**4 / 4)
var_T = mean_T2 - mean_T**2
mean_W2 = position_mean(lambda x: (E + 1 / x)**2)
covariance = cross - mean_T * mean_V
correlation = covariance / math.sqrt(var_T * var_V)
close(norm_p, 1)
close(mean_T + mean_V, E)
close(mean_T2, mean_W2)
close(var_T, 1)
close(var_V, 1)
close(covariance, -1)

# Equality of the variances in another eigenstate, 2s.
c2 = {1: 1 / math.sqrt(2), 2: -1 / (2 * math.sqrt(2))}


def density_2s(p):
    return momentum_density(p, c2, 0.5)


def radial_2s(x):
    return x**2 * (1 - x / 2)**2 * math.exp(-x) / 2


close(momentum_mean(lambda p: 1.0, density_2s), 1)
var_T_2s = (momentum_mean(lambda p: p**4 / 4, density_2s)
            - momentum_mean(lambda p: p**2 / 2, density_2s)**2)
var_V_2s = (quad(lambda x: radial_2s(x) / x**2, 0, np.inf)[0]
            - quad(lambda x: radial_2s(x) / x, 0, np.inf)[0]**2)
close(var_T_2s, var_V_2s)

# Forbidden region and lower bound on a classical variance of T+V.
prob_outside = position_mean(lambda x: 1.0, 2.0)
variance_bound = position_mean(lambda x: (E + 1 / x)**2, 2.0)
close(prob_outside, 13 * math.exp(-4))
close(variance_bound, math.exp(-4) / 4)

# Probabilities of exceeding a threshold (hartree).
thresholds = (0.0, 0.5, 2.0, 5.0)
exceed_T = [momentum_mean(lambda p: 1.0, low=math.sqrt(2 * w))
            for w in thresholds]
exceed_W = [position_mean(lambda x: 1.0, high=1 / (w + 0.5))
            for w in thresholds]
close(exceed_T[1], 0.5 - 2 / (3 * math.pi))
close(exceed_W[1], 1 - 5 * math.exp(-2))

# Third moments diverge: growth as the cutoffs are moved.
growth_T = momentum_mean(lambda p: p**6 / 8, low=200, high=400)
growth_W = position_mean(lambda x: (E + 1 / x)**3, 1e-4, 1e-3)
close(growth_T / (4 * 200 / math.pi), 1, 1e-3)
close(growth_W / (4 * math.log(10)), 1, 5e-3)

# Explicit joint distribution: large p paired with small r, equal tails.
# With p = cot(angle), sin(angle)^2 has a beta(5/2, 3/2) distribution.
n_grid = 200000
angle = (np.arange(n_grid) + 0.5) * (math.pi / 2) / n_grid
weight = (32 / math.pi * np.sin(angle)**4 * np.cos(angle)**2
          * (math.pi / 2) / n_grid)
T_joint = 0.5 / np.tan(angle)**2
r_joint = gammaincinv(3, betainc(2.5, 1.5, np.sin(angle)**2)) / 2
V_joint = -1 / r_joint
# Both marginals must be the quantum ones.
close(np.sum(weight * T_joint), mean_T, 1e-5)
close(np.sum(weight * T_joint**2), mean_T2, 1e-5)
close(np.sum(weight * V_joint), mean_V, 1e-5)
close(np.sum(weight * V_joint**2), mean_V2, 1e-5)
close(np.sum(weight[r_joint > 2]), prob_outside, 1e-4)
close(np.sum(weight[T_joint > 0.5]), exceed_T[1], 1e-4)
sum_joint = T_joint + V_joint
joint_variance = np.sum(weight * (sum_joint - E)**2)
joint_covariance = np.sum(weight * T_joint * V_joint) - mean_T * mean_V
joint_above = np.sum(weight[sum_joint > E])
assert joint_variance > variance_bound
assert joint_above > prob_outside
assert joint_covariance > covariance + 1e-3

hartree_eV = physical_constants["Hartree energy in eV"][0]
print(f"energy E = {E:.4f} hartree")
print(f"mean T = {mean_T:.6f} hartree")
print(f"mean V = {mean_V:.6f} hartree")
print(f"mean T^2, momentum density = {mean_T2:.6f} hartree^2")
print(f"mean (E-V)^2, position density = {mean_W2:.6f} hartree^2")
print(f"mean V^2 = {mean_V2:.6f} hartree^2")
print(f"variance T = {var_T:.6f} hartree^2")
print(f"variance V = {var_V:.6f} hartree^2")
print(f"standard deviation T = {math.sqrt(var_T):.6f} hartree")
print(f"standard deviation T = {math.sqrt(var_T)*hartree_eV:.4f} eV")
print(f"Re<T psi|V psi> = {cross:.6f} hartree^2")
print(f"symmetrized covariance = {covariance:.6f} hartree^2")
print(f"formal correlation = {correlation:.6f} (no unit)")
print(f"2s variance T = {var_T_2s:.6f} hartree^2")
print(f"2s variance V = {var_V_2s:.6f} hartree^2")
print(f"P(r > 2 bohr) = P(E-V < 0) = {prob_outside:.6f} (no unit)")
for w, a, b in zip(thresholds, exceed_T, exceed_W):
    print(f"threshold {w:.1f} hartree: P(T>w) = {a:.6f}, "
          f"P(E-V>w) = {b:.6f} (no unit)")
print(f"lower bound, classical Var(T+V) = {variance_bound:.6f} hartree^2")
print(f"explicit joint Var(T+V) = {joint_variance:.4f} hartree^2")
print(f"explicit joint covariance = {joint_covariance:.4f} hartree^2")
print(f"explicit joint P(T+V > E) = {joint_above:.4f} (no unit)")
print(f"third moment T, p from 200 to 400: {growth_T:.3f} hartree^3")
print(f"third moment E-V, r 1e-4 to 1e-3: {growth_W:.4f} hartree^3")
print("PASS")
```

Printed output:

```
energy E = -0.5000 hartree
mean T = 0.500000 hartree
mean V = -1.000000 hartree
mean T^2, momentum density = 1.250000 hartree^2
mean (E-V)^2, position density = 1.250000 hartree^2
mean V^2 = 2.000000 hartree^2
variance T = 1.000000 hartree^2
variance V = 1.000000 hartree^2
standard deviation T = 1.000000 hartree
standard deviation T = 27.2114 eV
Re<T psi|V psi> = -1.500000 hartree^2
symmetrized covariance = -1.000000 hartree^2
formal correlation = -1.000000 (no unit)
2s variance T = 0.187500 hartree^2
2s variance V = 0.187500 hartree^2
P(r > 2 bohr) = P(E-V < 0) = 0.238103 (no unit)
threshold 0.0 hartree: P(T>w) = 1.000000, P(E-V>w) = 0.761897 (no unit)
threshold 0.5 hartree: P(T>w) = 0.287793, P(E-V>w) = 0.323324 (no unit)
threshold 2.0 hartree: P(T>w) = 0.033729, P(E-V>w) = 0.047423 (no unit)
threshold 5.0 hartree: P(T>w) = 0.004908, P(E-V>w) = 0.006117 (no unit)
lower bound, classical Var(T+V) = 0.004579 hartree^2
explicit joint Var(T+V) = 0.0752 hartree^2
explicit joint covariance = -0.9624 hartree^2
explicit joint P(T+V > E) = 0.5629 (no unit)
third moment T, p from 200 to 400: 254.635 hartree^3
third moment E-V, r 1e-4 to 1e-3: 9.1978 hartree^3
PASS
```
